# Biquadratic Spin Coupling from Exchange Striction of Independent Bonds, part 2

Spins joined by elastic bonds acquire a biquadratic interaction because the bond lengths respond to them. Units have \(\hbar=k_B=1\); numbers are in eV and angstrom. Bond \(b\), one of \(N_b\), joins spins \(i\) and \(j\) of length \(s\), and \(X_b=\mathbf S_i\cdot\mathbf S_j\). Its length change \(u_b\), positive for lengthening, is measured from the minimum of the non-magnetic energy. The exchange constant is \(J(u_b)=J_0+gu_b\), where \(J_0>0\) favours antiparallel spins; \(K\) is the stiffness. Bonds are independent if the elastic energy is a sum of separate terms and each \(u_b\) can take any value whatever the others are.

The first derivation takes classical spins. Minimizing \(guX+Ku^2/2\) over \(u\) at fixed \(X\) gives \(u=-gX/K\) and

\[
-\frac{g^2X^2}{K}+\frac{g^2X^2}{2K}=-BX^2,\qquad
B=\frac{g^2}{2K}.
\tag{3}
\]

Integrating over classical lengths at any temperature \(T\) gives \(H_{\rm eff}=\sum_b\left[J_0X_b-BX_b^2\right]\).

The second derivation keeps spins and lengths as operators. One bond, with momentum \(p\) and reduced mass \(M\), has

\[
H=\frac{p^2}{2M}+\frac K2u^2+guX+J_0X .
\]

With \(\omega=\sqrt{K/M}\), \(u=\sqrt{\omega/(2K)}\,(a+a^\dagger)\), \([a,a^\dagger]=1\), \(\lambda=g/\sqrt{2K\omega}\) and \(\omega\lambda^2=B\),

\[
H-\frac\omega2=J_0X-BX^2+\omega A^\dagger A,
\qquad A=a+\lambda X .
\tag{9}
\]

For an eigenvalue \(x\) of \(X\) and \(n=0,1,2,\dots\) the levels are

\[
E=\frac\omega2+J_0x-Bx^2+n\omega .
\tag{10}
\]

The example has \(J_0=0.004\) eV, \(g=-0.04\) eV/Å, \(K=8\) eV/Å\(^2\), \(s=3/2\), \(B=0.00010\) eV and, for atoms of \(52\) atomic mass units, \(\omega=0.0359\) eV.

The opening quoted the lowest levels of a pair with total spin \(S=0,1,2,3\), apart from the zero-point energy: \(-0.016406\), \(-0.011756\), \(-0.003056\) and \(0.008494\) eV. The successive gaps, divided by their steps \(1,2,3\) in \(X\), are \(0.00465\), \(0.00435\) and \(0.00385\) eV; a purely bilinear energy would make them equal.

### The levels of the pair

For two spins \(s\) with total spin \(S\), squaring \(\mathbf S_1+\mathbf S_2\) gives \(x_S=\tfrac12[S(S+1)-2s(s+1)]\). Two neighbouring values have

\[
x_S-x_{S-1}=S,\qquad x_S+x_{S-1}=S^2-2s(s+1).
\]

Since \(x_S^2-x_{S-1}^2\) is the product of these two, (10) with \(n=0\) gives

\[
\frac{E_S-E_{S-1}}{S}=J_0+B\left[2s(s+1)-S^2\right].
\tag{11}
\]

For \(s=3/2\) the bracket is \(7.5-S^2\), or \(6.5\), \(3.5\) and \(-1.5\). The right side is \(0.00465\), \(0.00435\) and \(0.00385\) eV, which are the three unequal numbers of the opening. The levels quoted there came from diagonalizing the two spins together with the vibration, with \(14\) oscillator states. The lowest sixteen states agreed with (10) to within \(10^{-9}\) eV.

For spin \(1/2\) the pair has two values, \(x=1/4\) and \(x=-3/4\). Hence \((X-\tfrac14)(X+\tfrac34)=0\), or \(X^2=\tfrac3{16}-\tfrac12X\), and

\[
-BX^2=-\frac{3B}{16}+\frac B2X .
\]

The biquadratic term is then no new interaction. It raises \(J_0\) by \(B/2\) and shifts the zero of energy. A distinct biquadratic effect needs \(s\ge1\), where \(X\) has at least three values.

### Bonds that share a spin

For several bonds, let each length have its own kinetic energy \(p_b^2/(2M)\). This is a further assumption when bonds share an atom. For atoms of mass \(m=2M\) on a line, the atom between bonds 1 and 2 has momentum \(p_1-p_2\), and its kinetic energy \((p_1-p_2)^2/(2m)\) contains a cross term \(-p_1p_2/m\), which is left out here. Then (9) can be written for each bond and summed:

\[
H-\frac{N_b\omega}{2}=H_{\rm eff}+\omega\sum_bA_b^\dagger A_b .
\tag{12}
\]

If no two bonds share a spin, all \(X_b\) commute and (10) applies to each bond. If two bonds meet at a spin, \(X_1\) and \(X_2\) contain different components of that spin, which do not commute. The identity (12) still holds, but its last term can no longer be made zero in general. A state \(\psi\) in which it vanishes obeys \(a_1\psi=-\lambda X_1\psi\) and \(a_2\psi=-\lambda X_2\psi\). Applying both operators in the two orders gives

\[
a_1a_2\psi=\lambda^2X_2X_1\psi,\qquad a_2a_1\psi=\lambda^2X_1X_2\psi .
\]

The left sides are equal, so \((X_1X_2-X_2X_1)\psi=0\) would be required.

Two bounds follow for the ground-state energy \(E\), measured from \(N_b\omega/2\). The mean of \(A_b^\dagger A_b\) is the squared norm of \(A_b\psi\) and cannot be negative, so \(E\ge E_{\rm eff}\), the lowest eigenvalue of \(H_{\rm eff}\). For an upper bound, take a product of a spin state and oscillator states with \(a_b|\alpha_b\rangle=\alpha_b|\alpha_b\rangle\), \(\alpha_b\) real. Its energy is

\[
\sum_b\left[J_0\langle X_b\rangle+\omega\alpha_b^2+2\omega\lambda\alpha_b\langle X_b\rangle\right].
\]

The minimum over \(\alpha_b\) lies at \(\alpha_b=-\lambda\langle X_b\rangle\) and gives \(\sum_b[J_0\langle X_b\rangle-B\langle X_b\rangle^2]\). Its lowest value over spin states, \(E_{\rm static}\), is also the energy with lengths frozen at their best values. Therefore

\[
E_{\rm eff}\le E\le E_{\rm static}.
\tag{13}
\]

The two ends differ in having \(\langle X_b^2\rangle\) or \(\langle X_b\rangle^2\). A fast bond follows the fluctuations of \(X_b\), a slow one feels their mean.

### How fast is fast enough

An open chain of three spins with two bonds, each with its own separate oscillator as in (12), shows where the energy lies between these limits. Treat the coupling to second order. The unperturbed spin states \(|n\rangle\) have energies \(\Delta_n\) above the ground state \(|0\rangle\). The coupling creates one quantum, with squared strength \((\omega\lambda)^2=\omega B\), so the energy shift is

\[
-B\sum_b\sum_n|\langle n|X_b|0\rangle|^2\,\frac{\omega}{\omega+\Delta_n}.
\]

To the same order \(H_{\rm eff}\) gives \(-B\sum_b\langle X_b^2\rangle\), which is the same sum without the last fraction. Subtracting, the excess over \(E_{\rm eff}\) is

\[
E-E_{\rm eff}=B\sum_b\sum_{n\ne0}|\langle n|X_b|0\rangle|^2\,\frac{\Delta_n}{\omega+\Delta_n}.
\]

In this chain one excited level contributes. Let \(L\) be the total spin of the two end spins and \(S\) that of all three. Then

\[
X_1+X_2=\tfrac12\left[S(S+1)-L(L+1)-s(s+1)\right],
\]

and the ground state has \(L=2s\), \(S=s\). Write \(X_1\) as half of \(X_1+X_2\) plus half of \(X_1-X_2\). The first part does not change the state. The second is \(\tfrac12\mathbf S_2\cdot(\mathbf S_1-\mathbf S_3)\). It conserves \(S\), changes \(L\) by at most one because it is a vector in the end spins, and must change \(L\) because it is odd under their exchange. So \(L\) becomes \(2s-1\), and

\[
\Delta=\frac{J_0}{2}\left[2s(2s+1)-(2s-1)2s\right]=2sJ_0=0.012\ \text{eV}.
\]

The remaining sum is the variance of \(X_b\) in the ground state, and

\[
E-E_{\rm eff}=B\,\frac{\Delta}{\omega+\Delta}\sum_b{\rm Var}(X_b)
\qquad(\text{weak coupling}).
\tag{14}
\]

The formula was tested by diagonalization with \(g\) reduced tenfold and \(\omega\) multiplied by \(0.05\), \(1\) and \(20\) at fixed \(K\); it held within 2 % of the excess.

At the full slope of the example, diagonalization gives \(E_{\rm eff}=-0.02596\), \(E=-0.02592\) and \(E_{\rm static}=-0.02580\) eV, in the order required by (13). The excess is \(0.000044\) eV. Equation (14), with a summed variance of \(1.575\), gives \(0.00010\times0.251\times1.575=0.000040\) eV, about a tenth lower, since the coupling is not infinitesimal. By symmetry each \(\langle X_b\rangle\) is \(-3\) in the unperturbed ground state, so the biquadratic energy is about \(B(2\times9+1.575)=0.0020\) eV. The retardation error is some 2 % of that. This figure belongs to the ground-state energy alone. For excited levels of the chain, and for some of the gaps between levels, the fraction is several times larger.

### What the two derivations assume

The first derivation needs classical spins, so that every \(X_b\) is a number. In return it covers any network of bonds and any temperature. Its classical treatment of the lengths is not essential: if \(X_b\) is a number, (10) holds for each bond, and summing \(e^{-E/T}\) over \(n\) gives \(e^{-(J_0X_b-BX_b^2)/T}\) times a factor without spins.

The second derivation keeps the spins as operators. It gives the same \(B\) for single or disjoint bonds at any vibration frequency. For bonds that share spins, \(H_{\rm eff}\) supplies a lower bound, approached in the chain when \(\omega\gg\Delta\).

Both derivations assume a linear \(J(u)\) and independent bonds. For bonds that share an atom, the second also leaves out the coupling between their momenta.

**Linear exchange.** With a further term \(J''u^2/2\) in \(J(u)\), the stiffness becomes \(K+J''X\), and the steps that led to (3) give

\[
-\frac{g^2X^2}{2(K+J''X)}\approx-BX^2+\frac{BJ''}{K}X^3 .
\]

For an exponential law \(J=J_0e^{gu/J_0}\), \(J''=g^2/J_0=0.4\) eV/Å\(^2\), and \(J''s^2/K=0.11\). For negative \(X\) this law lets the energy fall without limit at large shortening, so it is meaningful only near \(u=0\). Numerical minimization in that region gives relaxation energies of \(-0.000574\) eV for the antiparallel and \(-0.000457\) eV for the parallel classical pair, 13 % more and 10 % less in size than the linear value \(-0.000506\) eV.

The curvature also makes the spread of the length matter. For a harmonic bond the distribution of \(u\) is Gaussian with variance \(\langle u^2\rangle=(\omega/2K)\coth(\omega/2T)\), and the Gaussian mean of \(e^{cu}\) is \(e^{c^2\langle u^2\rangle/2}\). With \(c=g/J_0\) and \(\eta^2=c^2\omega/(2K)=0.224\), the averaged exchange is

\[
\tilde J=J_0\,e^{\eta^2\coth(\omega/2T)/2}.
\]

It is \(0.00447\) eV at \(12\) K and \(0.00482\) eV at \(300\) K. The slope grows by the same factor. At low temperature \(B\) formed with the averaged slope is \(0.000125\) eV. Transitions with two or more quanta raise it to \(0.000133\) eV, as found by diagonalizing one bond at small \(X\). At small \(X\), bare parameters thus underestimate \(B\): the value with these terms is 33 % above \(0.00010\) eV. If \(g\) already stands for the averaged slope, the remaining correction is 6 %. These percentages do not carry over to a strongly antiparallel quantum pair. There the terms of third and higher order in \(X\), which the spread of the length also enlarges, make the departure from the linear model considerably larger.

**Independent bonds.** Suppose the atoms of a closed chain are held to their sites by springs of stiffness \(2K\), with displacements \(y_i\) and \(u_i=y_{i+1}-y_i\). Two atoms sharing a length change \(u\) equally then store \(2\times\tfrac12(2K)(u/2)^2=Ku^2/2\), so a lone bond has stiffness \(K\) as before. In the chain, \(y_i\) occurs in two bonds:

\[
g\,y_i(X_{i-1}-X_i)+Ky_i^2
\;\longrightarrow\;-\frac{g^2}{4K}(X_{i-1}-X_i)^2=-\frac B2(X_{i-1}-X_i)^2 .
\]

The arrow denotes the minimum over \(y_i\). Summing over the ring, each \(X_i^2\) occurs twice, and the energy to be added to \(J_0\sum_iX_i\) is

\[
E=-B\sum_iX_i^2+B\sum_iX_iX_{i+1}.
\tag{15}
\]

The cross term is as large as the term kept. If all \(X_i\) are equal the two cancel, because each atom is pulled equally from both sides and does not move.

### Beside a real material

The parameters are rough values in the regime of chromium oxide spinels, where Cr\(^{3+}\) ions with spin \(3/2\) form tetrahedra that share corners. Exchange of a few \(10^{-3}\) eV and a slope of a few \(10^{-2}\) eV/Å are reasonable sizes there. The stiffness is the least certain input, and \(B\) varies as \(1/K\). In some of these compounds magnetic order and a lattice distortion set in together near \(10\) K, a scale comparable with \(Bs^4\approx6\) K; the model does not predict that temperature.

The assumption such a crystal breaks most clearly is the independence of bonds. Each chromium ion belongs to six bonds, but this alone does little harm: three bonds per ion are matched by three coordinates per ion, and the constraints that remain affect a share of the lengths that vanishes in a large crystal. What matters is that the ion is also held by its oxygen neighbours, which act like the site springs of the closed chain. Equation (15) shows that cross terms can then be of order \(B\) itself, a change of order 100 %, against some tens of per cent from the curvature of \(J(u)\) at small \(X\), more for strongly antiparallel bonds, and about 2 % from retardation in the ground-state energy of the three-spin chain. Biquadratic exchange of purely electronic origin, magnetic anisotropy and exchange between more distant ions are left out. The value \(0.00010\) eV is therefore an estimate of the scale of the lattice contribution. The numerical output lists the values used here.

## Calculated quantities

```
exchange J0 = 0.0040 eV
exchange slope g = -0.040 eV/angstrom
bond stiffness K = 8.0 eV/angstrom^2
spin length s = 1.5
mass of each atom = 52 u
vibration quantum omega = 0.0359 eV
biquadratic coefficient B = 0.000100 eV
B s^4 = 0.000506 eV = 5.87 K
ratio B s^2 / J0 = 0.0563
length change, antiparallel bond = -0.01125 angstrom
length change, parallel bond = 0.01125 angstrom
exchange gain at X=-s^2 = -0.001012 eV
elastic cost at X=-s^2 = 0.000506 eV
pair, total spin 0: X = -3.75, level = -0.016406 eV
pair, total spin 1: X = -2.75, level = -0.011756 eV
pair, total spin 2: X = -0.75, level = -0.003056 eV
pair, total spin 3: X = 2.25, level = 0.008494 eV
tetrahedron minimum, free search = -0.021037 eV
tetrahedron minimum, formula = -0.021038 eV
tetrahedron, all X=-s^2/3 = -0.018337 eV
collinear advantage = 0.002700 eV
three-spin chain, effective model = -0.0259612 eV
three-spin chain, quantum vibrations = -0.0259171 eV
three-spin chain, static lengths = -0.0258000 eV
chain: spin gap Delta = 0.0120 eV
chain: summed variance of X = 1.5750
chain: retardation excess = 0.0000441 eV
chain: excess / (static - effective) = 0.274
chain: Delta/(omega+Delta) = 0.251
curvature J'' = 0.400 eV/angstrom^2
relaxation energy, linear J = -0.000506 eV
relaxation, exponential J, X=-s^2 = -0.000574 eV
relaxation, exponential J, X=+s^2 = -0.000457 eV
rms zero-point length = 0.0473 angstrom
eta^2 = 0.2241
vibration-averaged J at 12 K = 0.004474 eV
vibration-averaged J at 300 K = 0.004821 eV
B from zero-point-averaged slope = 0.0001251 eV
B with all zero-point terms = 0.0001325 eV
site springs: cross/diagonal coefficient = 1.0000 (sign opposite)
```
